# Neutron scattering by crystal-field levels: line intensities and sum rule, part 2

Unpolarised neutrons scatter magnetically, to first order, from an ion with one open shell \(l\) and radial function \(R(r)\). Its low states form one multiplet \(|JM\rangle\) with quantum numbers \(L,S,J\); for one electron these operators are written \(\mathbf l,\mathbf s,\mathbf j\), in units of \(\hbar\). The crystal field \(H\) has eigenstates \(|n\rangle\), energies \(E_n\) and weights \(p_n=e^{-\beta E_n}/Z\), \(\beta=1/k_BT\); degenerate sets are levels \(a,b,\dots\). The neutron goes from \(\mathbf k,E\) to \(\mathbf k',E'\), with \(\mathbf Q=\mathbf k-\mathbf k'\), direction \(\hat{\mathbf Q}\), and \(\varepsilon=\hbar\omega=E-E'\). Units are meV, K, Å\(^{-1}\) and barn. The part of \(\mathbf A\) perpendicular to \(\mathbf Q\) is \(\mathbf A_\perp\). A program checks the results.

With electron positions \(\mathbf r_i\), momenta \(\mathbf p_i\) and spins \(\mathbf s_i\), the field \(\mathbf B\) of the electrons is given by
\[
\mathbf B(\mathbf Q)=-\mu_0\mu_B\mathbf D(\mathbf Q),\qquad
\mathbf D(\mathbf Q)=\sum_i\Big[2\,\mathbf s_{i\perp}e^{i\mathbf Q\cdot\mathbf r_i}-\frac{2i}{\hbar Q}\,e^{i\mathbf Q\cdot\mathbf r_i}\,\hat{\mathbf Q}\times\mathbf p_i\Big].\tag{3}
\]
The no-phonon cross section per independent ion, with \(b^2=0.29141\) barn and lattice factor \(e^{-2W}\), is
\[
\frac{d^2\sigma}{d\Omega\,dE'}=\frac{b^2}{4}\frac{k'}{k}\,e^{-2W}\sum_{nm}p_n\,|\langle m|\mathbf D(\mathbf Q)|n\rangle|^2\,\delta(\varepsilon-E_m+E_n).\tag{5}
\]
In general \(\mathbf D(\mathbf Q)^\dagger=\mathbf D(-\mathbf Q)\); inside the shell \(\mathbf D\) is Hermitian and has odd tensor ranks only. Its rank-1 part is
\[
\mathbf D^{(1)}=2\langle j_0\rangle\mathbf S_\perp+(\langle j_0\rangle+\langle j_2\rangle)\mathbf L_\perp-\langle j_2\rangle\mathbf T_\perp,\tag{6}
\]
where \(\mathbf T=\sum_i[\mathbf s_i-3\hat{\mathbf r}_i(\hat{\mathbf r}_i\cdot\mathbf s_i)]\) and \(\langle j_K\rangle=\int R^2j_K(Qr)\,r^2dr\). Here \(K\) numbers the terms of the plane-wave expansion; only even \(K\) survive in the spin term. At small \(Q\), \(\langle j_2\rangle\) and rank 3 start at order \(Q^2\), rank 5 at \(Q^4\).

Inside the multiplet rank 1 occurs once, so every vector operator is a multiple of \(\mathbf J\): \(\mathbf A=c\,\mathbf J\). Since \(\mathbf J\) does not lead out of the multiplet, the constant follows from \(\mathbf A\cdot\mathbf J=c\,J(J+1)\). From \(\mathbf L=\mathbf J-\mathbf S\) one has \(\mathbf S\cdot\mathbf J=\tfrac12[J(J+1)+S(S+1)-L(L+1)]\). Defining the Landé factor by \(\mathbf L+2\mathbf S=\mathbf J+\mathbf S=g\mathbf J\),
\[
g=1+\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)},\qquad \mathbf S=(g-1)\mathbf J,\qquad\mathbf L=(2-g)\mathbf J .
\]
Writing also \(\mathbf T=\tau\mathbf J\), equation (6) becomes \(\mathbf D^{(1)}=[g\langle j_0\rangle+(2-g-\tau)\langle j_2\rangle]\,\mathbf J_\perp=gF_1\mathbf J_\perp\). The dipole approximation keeps the \(\mathbf S\) and \(\mathbf L\) terms and drops \(\mathbf T\) together with ranks 3 and higher, so that \(\mathbf D\approx gF\mathbf J_\perp\). For \(g\ne0\) the two form factors are
\[
F(Q)=\langle j_0\rangle+\frac{2-g}{g}\langle j_2\rangle,\qquad F_1(Q)=\langle j_0\rangle+\frac{2-g-\tau}{g}\langle j_2\rangle .\tag{7}
\]
The dipole form factor \(F\), labelled "usual" in the check output, is exact at \(Q\to0\), but the dropped term \(-\tau\langle j_2\rangle/g\) is in general of the same order \(Q^2\) as the one kept (for a half-filled shell with \(L=0\) both vanish). For one electron \(\tau\) is elementary. Because \(\hat{\mathbf r}\cdot\mathbf l=0\), \(\hat{\mathbf r}\cdot\mathbf j=\hat{\mathbf r}\cdot\mathbf s\), and \((\hat{\mathbf r}\cdot\mathbf s)^2=\tfrac14\); hence \(\mathbf T\cdot\mathbf j=(g-1)j(j+1)-\tfrac34\) and
\[
\tau=g-1-\frac{3}{4j(j+1)} .
\]
For \(l=3\), \(j=5/2\): \(j(j+1)=35/4\), \(g=1-\tfrac{5/2}{35/2}=6/7\), \(\tau=-\tfrac17-\tfrac3{35}=-\tfrac8{35}=-0.228571\). The coefficient of \(\langle j_2\rangle\) is \(\tfrac{8/7}{6/7}=\tfrac43\) in \(F\) and \(\tfrac{48/35}{6/7}=\tfrac85\) in \(F_1\). The program builds the operator (3) for f orbitals by three-dimensional quadrature and asserts, at three values of \(Q\), that it is Hermitian, that it has no part of rank 0 or 2, that its orbital rank-1 part is \((\langle j_0\rangle+\langle j_2\rangle)\mathbf l_\perp\) and that its rank-1 part in the \(j=5/2\) space is \(gF_1\mathbf J_\perp\).

Inserting \(\mathbf D=gF\mathbf J_\perp\) in (5), and using \(J_{\perp\alpha}=(\delta_{\alpha\beta}-\hat Q_\alpha\hat Q_\beta)J_\beta\) with the fact that this projector is symmetric and equal to its square, gives the dipole cross section
\[
\frac{d^2\sigma}{d\Omega\,dE'}=b^2\,\frac{k'}{k}\Big[\frac g2F(Q)\Big]^2e^{-2W}\,\mathcal S(\hat{\mathbf Q},\varepsilon),\tag{8}
\]
\[
\mathcal S(\hat{\mathbf Q},\varepsilon)=\sum_{\alpha\beta}(\delta_{\alpha\beta}-\hat Q_\alpha\hat Q_\beta)\sum_{nm}p_n\langle n|J_\alpha|m\rangle\langle m|J_\beta|n\rangle\,\delta(\varepsilon-E_m+E_n).\tag{9}
\]
The spectrum is a set of lines at the level differences, independent of \(Q\) in position, whose intensities depend on \(|\mathbf Q|\) only through \(F^2e^{-2W}\). The weight of the line from level \(a\) to level \(b\) is
\[
w_{a\to b}(\hat{\mathbf Q})=\sum_{\alpha\beta}(\delta_{\alpha\beta}-\hat Q_\alpha\hat Q_\beta)\,w^{ab}_{\alpha\beta},\qquad w^{ab}_{\alpha\beta}=\frac{e^{-\beta E_a}}{Z}\,\mathrm{Tr}\,[P_aJ_\alpha P_bJ_\beta],\tag{10}
\]
where \(P_a=\sum_{n\in a}|n\rangle\langle n|\). A projector does not depend on the basis chosen in its level, so the line weights do not either. The elastic weight is \(\sum_aw_{a\to a}\); it includes all pairs \(n,m\) inside a degenerate level, and not only the diagonal elements \(\langle n|J_\alpha|n\rangle\), which change when the basis of the level is rotated. The program asserts both facts by mixing the states of each doublet with a random unitary matrix.

In a powder all crystallite orientations occur with equal weight. At given \(E\), \(\varepsilon\) and scattering angle \(2\theta\), the length \(Q^2=k^2+k'^2-2kk'\cos2\theta\) is fixed, and in the frame of a crystallite \(\hat{\mathbf Q}\) is uniformly distributed over the sphere. If \(e^{-2W}\) is isotropic and \(H\) is fixed in the frame of the crystallite, only the projector in (9) needs averaging. An external field is fixed in the laboratory instead, so that \(H\) varies with the orientation of the crystallite, and the powder formulas (11) and (17) below do not apply. The average of \(\hat Q_\alpha\hat Q_\beta\) is unchanged by rotations and hence proportional to \(\delta_{\alpha\beta}\), and its trace is 1, so it equals \(\delta_{\alpha\beta}/3\). Therefore
\[
\mathcal S_{\rm pow}(\varepsilon)=\frac23\sum_{nm}p_n\sum_\alpha|\langle m|J_\alpha|n\rangle|^2\,\delta(\varepsilon-E_m+E_n).\tag{11}
\]
For evaluation, let \(X,Y\) be the matrix elements of \(J_x,J_y\). The identity \(|X+iY|^2+|X-iY|^2=2|X|^2+2|Y|^2\) holds for complex numbers, so
\[
\sum_\alpha|\langle m|J_\alpha|n\rangle|^2=|\langle m|J_z|n\rangle|^2+\tfrac12|\langle m|J_+|n\rangle|^2+\tfrac12|\langle m|J_-|n\rangle|^2.\tag{12}
\]

Site symmetry restricts the tensor in (10). For a rotation \(R\) of the site group with operator \(U\), the projectors commute with \(U\) and \(UJ_\alpha U^\dagger=R_{\beta\alpha}J_\beta\), so \(w^{ab}=R^{T}w^{ab}R\). Twofold rotations about the three axes reverse the sign of each off-diagonal element in turn, which therefore vanishes. A fourfold axis \(c\parallel z\) makes \(w_{xx}=w_{yy}\), so that the line weight is \(2w_{xx}\) for \(\mathbf Q\parallel c\) and \(w_{xx}+w_{zz}\) for \(\mathbf Q\parallel a\); the powder value \(\tfrac23(2w_{xx}+w_{zz})\) is then one third of the first plus two thirds of the second. At a cubic site the threefold axis along the body diagonal makes all three diagonal elements equal, and in the dipole approximation each line of a single crystal has its powder weight in every direction. A magnetic field or an ordered moment lowers the site group, and only the results that follow from the surviving symmetries, including rotations combined with time reversal, are guaranteed; a field along \(c\), for instance, keeps the fourfold result but removes the cubic one.

The powder average also changes the order of the error made by dropping the higher ranks. A rotation operator acting on all electron variables gives \(U\mathbf rU^\dagger=R^{-1}\mathbf r\), and likewise for \(\mathbf p\) and \(\mathbf s\). Then \(Ue^{i\mathbf Q\cdot\mathbf r}U^\dagger=e^{iR\mathbf Q\cdot\mathbf r}\), and (3) gives \(\mathbf D(R\mathbf Q)=R\,U\mathbf D(\mathbf Q)U^\dagger\). The orthogonal matrix \(R\) drops out of \(\sum_\alpha|d_\alpha|^2\), so the exact powder intensity is \(\sum_\alpha\mathcal B(D_\alpha,D_\alpha)\) with
\[
\mathcal B(A,A')=\overline{\langle m|UAU^\dagger|n\rangle^*\,\langle m|UA'U^\dagger|n\rangle},
\]
the bar denoting the average over all rotations. This form is unchanged when both arguments are rotated. An infinitesimal rotation changes \(A\) by \(-i\vartheta[J_\gamma,A]\), and \(\mathcal B\) is antilinear in its first argument, so \(\mathcal B([J_\gamma,A],A')=\mathcal B(A,[J_\gamma,A'])\). Applying this twice and summing over \(\gamma\) moves the operation \(\sum_\gamma[J_\gamma,[J_\gamma,\cdot\,]]\) from one argument to the other; on a tensor of rank \(K\) it has the eigenvalue \(K(K+1)\). Thus \([K(K+1)-K'(K'+1)]\,\mathcal B(A^{(K)},A'^{(K')})=0\), and different ranks do not interfere. In a powder the exact line intensity is \(g^2F_1^2w_{a\to b}\) plus the non-negative squares of the odd ranks 3 and higher (3 and 5 for \(J=5/2\); in an f shell with \(J\ge7/2\) rank 7 is also allowed, from the spin term \(K=6\), whereas a half-filled shell with \(L=0\) has rank 1 alone), which start at order \(Q^4\). In a single crystal the cross term between ranks 1 and 3 is in general non-zero and of order \(Q^2\); it changes sign with the direction of \(\mathbf Q\), so that its average over directions vanishes. With \(F\) in place of \(F_1\), the powder intensity has the relative error \(F^2/F_1^2-1\approx(2\tau/g)\langle j_2\rangle\) at order \(Q^2\), which is \(-\tfrac8{15}\langle j_2\rangle\) for \(f^1\), \(j=5/2\). The program tests the three powers by doubling \(Q\) from 0.2 to 0.4 Å\(^{-1}\) in the model below. The powder error of the lowest inelastic line grows by a factor 15.96 with \(F_1\) and 3.97 with \(F\), and the largest single-crystal error with \(F_1\) grows by 3.98, against 16, 4 and 4 at leading order.

Detailed balance follows from the Boltzmann weights. Let \(I_{mn}=|\langle m|\mathbf J_\perp|n\rangle|^2\), which is symmetric in \(m,n\) because \(\mathbf J_\perp\) is Hermitian. Then
\[
\mathcal S(-\varepsilon)=\sum_{nm}p_nI_{mn}\,\delta(-\varepsilon-E_m+E_n)=\sum_{nm}p_mI_{mn}\,\delta(\varepsilon-E_m+E_n),
\]
where the names \(n,m\) were exchanged and \(\delta\) is even. On the support of the delta function \(p_m=p_ne^{-\beta(E_m-E_n)}=p_ne^{-\beta\varepsilon}\), so
\[
\mathcal S(\hat{\mathbf Q},-\varepsilon)=e^{-\beta\varepsilon}\,\mathcal S(\hat{\mathbf Q},\varepsilon),\qquad w_{b\to a}=e^{-\beta(E_b-E_a)}\,w_{a\to b}.\tag{13}
\]
No degeneracy factor appears in the second form, because (10) already sums over both levels. Only thermal equilibrium and the Hermiticity of \(\mathbf J_\perp\) were used, so (13) holds for any Hermitian \(H\) in the multiplet, a Zeeman term included, for every direction of \(\mathbf Q\), and therefore for the powder. The same steps apply to the exact operator at fixed \(\mathbf Q\), since it is Hermitian in the shell. For a general target one has only \(\mathbf D(\mathbf Q)^\dagger=\mathbf D(-\mathbf Q)\), and the exchange of names then relates \((-\mathbf Q,-\varepsilon)\) to \((\mathbf Q,\varepsilon)\). Relation (13) belongs to \(\mathcal S\) and not to the cross section. For the reversed process \(\mathbf k'\to\mathbf k\), \(Q\) is the same and \(k'/k\) is inverted, so the cross section is \((k/k')^2e^{-\beta\varepsilon}\) times the forward one. At fixed incident energy and angle the gain and loss lines have different \(k'\) and therefore different \(\mathbf Q\), in general both in length and in direction. For a powder or a cubic site without an external field or magnetic order, where the weights do not depend on the direction, their ratio is
\[
e^{-\beta\varepsilon}\;\frac{k'_{\rm gain}}{k'_{\rm loss}}\;\frac{F^2(Q_{\rm gain})}{F^2(Q_{\rm loss})}\tag{14}
\]
when \(e^{-2W}=1\).

With \(\mathbf J(t)=e^{iHt/\hbar}\mathbf Je^{-iHt/\hbar}\), the correlation function is \(C(t)=\langle\mathbf J_\perp\cdot\mathbf J_\perp(t)\rangle=\sum_{nm}p_nI_{mn}e^{i(E_m-E_n)t/\hbar}\), and \(\int dt\,e^{iyt/\hbar}=2\pi\hbar\,\delta(y)\) gives
\[
\mathcal S(\varepsilon)=\frac1{2\pi\hbar}\int_{-\infty}^{\infty}dt\,e^{-i\varepsilon t/\hbar}\,C(t).
\]
Multiplying \(C(t)\) by \(e^{-\sigma_r^2t^2/2\hbar^2}\) replaces each delta function by a normalised Gaussian \(G\) of standard deviation \(\sigma_r\), which models an instrumental resolution independent of \(\varepsilon\). The broadened function \(\mathcal S_r\) no longer obeys (13) point by point. With lines of weight \(w_\nu\) at \(\varepsilon_\nu\), pairing each line with its mirror image gives \(\mathcal S_r(-\varepsilon)=\sum_\nu w_\nu e^{-\beta\varepsilon_\nu}G(\varepsilon-\varepsilon_\nu)\). Setting \(u=\varepsilon-\varepsilon_\nu\) and completing the square,
\[
-\beta\varepsilon_\nu-\frac{u^2}{2\sigma_r^2}=-\beta\varepsilon+\beta u-\frac{u^2}{2\sigma_r^2}=-\beta\varepsilon+\frac{\beta^2\sigma_r^2}{2}-\frac{(u-\beta\sigma_r^2)^2}{2\sigma_r^2},
\]
so that
\[
\mathcal S_r(-\varepsilon)=e^{-\beta\varepsilon+\beta^2\sigma_r^2/2}\;\mathcal S_r(\varepsilon-\beta\sigma_r^2).\tag{15}
\]
For \(\sigma_r=1\) meV at 100 K the shift \(\beta\sigma_r^2\) is 0.116 meV and the factor \(e^{\beta^2\sigma_r^2/2}\) is 1.0068. Line areas still obey (13). A width caused by coupling to conduction electrons or phonons in equilibrium is different: the proof of (13) applies to the eigenstates of ion plus surroundings, so the intrinsic line shape obeys detailed balance at every \(\varepsilon\). A symmetric profile of finite width fails to do so for \(H=0\), for example, where the elastic line stands alone and such a profile would give \(\mathcal S(-\varepsilon)=\mathcal S(\varepsilon)\).

Integrating (9) over all \(\varepsilon\), positive, negative and zero, removes the delta functions, and the closure \(\sum_m|m\rangle\langle m|=1\) in the multiplet leaves
\[
\int d\varepsilon\,\mathcal S(\hat{\mathbf Q},\varepsilon)=\sum_{\alpha\beta}(\delta_{\alpha\beta}-\hat Q_\alpha\hat Q_\beta)\langle J_\alpha J_\beta\rangle=J(J+1)-\langle(\hat{\mathbf Q}\cdot\mathbf J)^2\rangle .\tag{16}
\]
This is the sum rule for a single crystal. It depends on direction and on temperature through the last term. The powder average replaces \(\langle(\hat{\mathbf Q}\cdot\mathbf J)^2\rangle\) by \(\tfrac13\langle\mathbf J^2\rangle=\tfrac13J(J+1)\), and
\[
\int d\varepsilon\,\mathcal S_{\rm pow}(\varepsilon)=\sum_aw_{a\to a}+\sum_{a\ne b}w_{a\to b}=\tfrac23J(J+1).\tag{17}
\]
For any \(H\) fixed in the frame of the crystallite the total is independent of \(H\) and of \(T\), because \(\mathbf J^2\) has the same value in every state of the multiplet; crystal field and temperature only move weight between the elastic line, the loss side and the gain side. Since closure holds for each initial state separately, the powder weights leaving level \(a\) add up to \(\tfrac23J(J+1)\) times the population of that level. A single crystal reaches the value (17) in every direction at a cubic site without field, by the symmetry argument above, and at any site when \(k_BT\) far exceeds the overall splitting, because then all \(p_n\) are equal and \(\mathrm{Tr}\,J_\alpha J_\beta\propto\delta_{\alpha\beta}\). The program tests (11), (15), (16) and (17) on random Hermitian Hamiltonians for \(J=4\) and \(J=15/2\). For (15) and (16) the spectrum is obtained from the time evolution of \(C(t)\) without diagonalisation; the program also asserts that this spectrum agrees with the sum over lines and violates the unshifted relation (13).

The dipole cross section (8), detailed balance (13) and the sum rules (16) and (17) are now established for an ion within one multiplet. What remains is to state the limits of the powder sum rule and to work through a numerical example.

All numerical values are calculated from the stated model.
